# Kinetic Inductance, Quantum Capacitance and Plasmons of a Ballistic Nanotube

## Problem

A long, clean wire runs parallel to a perfectly conducting plane. Its electrons occupy $N$ one-dimensional channels. A channel is one spin-resolved subband with one right-moving and one left-moving Fermi point, both of speed $v$, and all $N$ channels have the same $v$. Electrons interact through the mean electric and magnetic fields of the total charge and current, and they are not backscattered.

1. Which inductance and which capacitance per unit length follow from the kinetic energy of the electrons in one channel?
2. At what speed does a charge wave travel along the wire, and what is its wave impedance?
3. Estimate these quantities for a (10,10) armchair carbon nanotube with its axis at height $H=100$ nm above the plane, in vacuum. Use a nearest-neighbour tight-binding model with hopping $\gamma=2.5$ eV and bond length $b=0.14$ nm, and neglect the effect of the tube's curvature on the hopping. How do the results change for $H=10$ nm and $H=1000$ nm?

SI units are used, because the answers are wanted in henries, farads and ohms. The carriers are given charge $+e$. Reversing this sign changes none of the circuit constants, which contain $e^2$.

## Solution

### 1. Energy of one channel

Let $n_R$ and $n_L$ be the densities per unit length of right and left movers added to the equilibrium Fermi sea. Negative values mean removal. Allowed wave numbers have density $1/(2\pi)$ per unit length, and near a Fermi point $d\varepsilon=\hbar v\,dk$. The density of states for one direction is therefore

$$\frac{1}{2\pi}\,\frac{dk}{d\varepsilon}=\frac{1}{2\pi\hbar v}=\frac{1}{hv}.$$

When $n$ right movers per length have been added, the next one enters at energy $hvn$ above the original Fermi level. Measured from that level, the cost of adding $n_R$ is

$$\int_0^{n_R}hv\,n\,dn=\frac{hv}{2}n_R^2 .$$

The left movers cost $hv\,n_L^2/2$ in the same way. Since $a^2+b^2=\tfrac12[(a+b)^2+(a-b)^2]$, the energy per length is

$$u=\frac{hv}{2}\left(n_R^2+n_L^2\right)=\frac{hv}{4}\left[(n_R+n_L)^2+(n_R-n_L)^2\right].$$

The added charge per length and the current are

$$\rho=e(n_R+n_L),\qquad I=ev(n_R-n_L).$$

Substitution gives

$$u=\frac{hv}{4e^2}\rho^2+\frac{h}{4e^2v}I^2 .$$

Comparison with $u=\rho^2/(2C_Q)+L_KI^2/2$ yields, per channel,

$$\boxed{L_K=\frac{h}{2e^2v},\qquad C_Q=\frac{2e^2}{hv}}$$

Both terms come from the filling of electron states. An unequal filling of the two directions carries current and stores inductive energy. An equal filling carries charge and stores capacitive energy. Two combinations are useful below:

$$L_KC_Q=\frac{1}{v^2},\qquad \sqrt{\frac{L_K}{C_Q}}=\frac{h}{2e^2}.$$

For a parabolic band the inductance reduces to ordinary inertia. There $v=\hbar k_F/m$, and one channel has equilibrium density $n_0=2k_F/(2\pi)=k_F/\pi$, so

$$L_K=\frac{2\pi\hbar}{2e^2}\,\frac{m}{\hbar k_F}=\frac{\pi m}{e^2k_F}=\frac{m}{n_0e^2}.$$

The form with $v$ needs no effective mass, so it also serves the linear bands of a metallic nanotube.

### 2. Motion in an electric field

Energy fixes the constants, and the equation of motion shows how they enter a circuit. Let the Fermi points be at $k_R=k_F+2\pi n_R$ and $k_L=-k_F-2\pi n_L$. An electron at a Fermi point moves with velocity $\pm v$ and obeys $\hbar\,dk/dt=eE$, where $E$ is the field along the wire. Hence

$$(\partial_t+v\partial_x)k_R=\frac{eE}{\hbar},\qquad(\partial_t-v\partial_x)k_L=\frac{eE}{\hbar}.$$

Dividing by $2\pi$ and keeping the minus sign in the definition of $n_L$ gives

$$(\partial_t+v\partial_x)n_R=\frac{eE}{h},\qquad(\partial_t-v\partial_x)n_L=-\frac{eE}{h}.$$

In the sum of these equations the field cancels. Multiplied by $e$, the sum is charge conservation, $\partial_t\rho+\partial_xI=0$. The difference is

$$\partial_t(n_R-n_L)+v\,\partial_x(n_R+n_L)=\frac{2eE}{h}.$$

Multiplying by $ev$ gives

$$\partial_tI+v^2\partial_x\rho=\frac{2e^2v}{h}E=\frac{E}{L_K}.$$

Multiplying by $L_K$ and using $L_Kv^2=1/C_Q$ gives

$$L_K\,\partial_tI=E-\frac{1}{C_Q}\partial_x\rho .$$

The field accelerates the current against the inertia $L_K$. The last term is the push from a region of higher filling towards one of lower filling.

### 3. Fields of the wire above the plane

Let the charge and current be spread uniformly around a cylinder of radius $R$, and let the wavelength be much longer than $H$, so that each cross-section can be treated as a two-dimensional static problem.

A charge $\rho$ per length produces the potential $-(\rho/2\pi\varepsilon_0)\ln r$ outside its cylinder, apart from a constant. On the cylinder itself $r=R$. The plane acts as an image cylinder of charge $-\rho$ at distance $2H$. The image potential is harmonic inside the real cylinder, so its average around the circumference equals its value on the axis, where $r=2H$. The average potential relative to the plane is thus

$$\phi=\frac{\rho}{2\pi\varepsilon_0}\left(-\ln R+\ln 2H\right)=\frac{\rho}{C_E},\qquad C_E=\frac{2\pi\varepsilon_0}{\ln(2H/R)}.$$

This average is what acts on electrons whose density is uniform around the tube. The current and its opposite image give the axial vector potential by the same steps, with $\mu_0I$ in place of $\rho/\varepsilon_0$:

$$A=L_MI,\qquad L_M=\frac{\mu_0}{2\pi}\ln\frac{2H}{R}.$$

The two constants satisfy $L_MC_E=\mu_0\varepsilon_0=1/c^2$.

### 4. Charge wave, impedance and neutral waves

The field is $E=-\partial_x\phi-\partial_tA$. For channel $j$,

$$L_K\,\partial_tI_j=-\partial_x\phi-\partial_tA-\frac{1}{C_Q}\partial_x\rho_j .$$

From here on, $\rho=\sum_j\rho_j$ and $I=\sum_jI_j$ are totals. Summing over the $N$ channels and dividing by $N$ gives

$$\frac{L_K}{N}\partial_tI=-\partial_x\phi-\partial_tA-\frac{1}{NC_Q}\partial_x\rho .$$

With $\phi=\rho/C_E$ and $A=L_MI$ this becomes

$$L\,\partial_tI=-\partial_xV,\qquad V=\frac{\rho}{C},$$

$$L=\frac{L_K}{N}+L_M,\qquad \frac1C=\frac1{C_E}+\frac1{NC_Q}.$$

The channels act in parallel: their kinetic inductance falls as $1/N$ and their quantum capacitance grows as $N$. The quantum capacitance is in series with the electrostatic one, because added charge must both raise the potential and fill higher states. The voltage $V$ is accordingly electrochemical.

Differentiating charge conservation in time and inserting the equation for $I$ gives

$$\partial_t^2\rho=-\partial_x\partial_tI=\frac{1}{LC}\,\partial_x^2\rho,\qquad v_p=\frac{1}{\sqrt{LC}} .$$

For a wave $\rho=f(x-v_pt)$, charge conservation reads $\partial_xI=v_pf'$, so $I=v_p\rho$ when there is no steady background current. The wave impedance is

$$Z=\frac VI=\frac{1}{Cv_p}=\sqrt{\frac LC}.$$

Energy flow gives the same value. Since $\rho=I/v_p$, the capacitive energy is $\rho^2/(2C)=I^2/(2Cv_p^2)=LI^2/2$, equal to the inductive energy. The transported power is $v_p\,LI^2=ZI^2$. The impedance thus describes power carried along by the wave, not heat produced in the wire.

When $L_M\ll L_K/N$, the speed simplifies to

$$v_p^2\approx\frac{N}{L_K}\left(\frac1{C_E}+\frac1{NC_Q}\right)=\frac{1}{L_KC_Q}\left(1+\frac{NC_Q}{C_E}\right),$$

and therefore

$$\boxed{v_p\approx v\sqrt{1+\frac{NC_Q}{C_E}},\qquad Z\approx\frac{L_K}{N}v_p=\frac{h}{2Ne^2}\,\frac{v_p}{v}}$$

Two limits show what sets the speed.

- **Strong screening, $C_E\gg NC_Q$.** The charge produces little potential, so $v_p\to v$ and $Z\to h/(2Ne^2)$, as for non-interacting electrons. The nanotube treated below is far from this limit, because its $C_E$ is much smaller than $NC_Q$.
- **Very many channels.** Both $L_K/N$ and $1/(NC_Q)$ vanish. Then $v_p\to1/\sqrt{L_MC_E}=c$ and $Z\to\sqrt{L_M/C_E}$, the values for an ordinary thin wire ($R\ll H$) above a plane in vacuum.

There are also waves without total charge or current. Subtracting the equations of two channels removes $\phi$ and $A$:

$$L_K\,\partial_t(I_i-I_j)=-\frac1{C_Q}\partial_x(\rho_i-\rho_j).$$

These differences travel at $1/\sqrt{L_KC_Q}=v$. There are $N-1$ independent ones, so the charge wave is a single mode beside $N-1$ neutral modes.

### 5. Channels and velocity of the nanotube

Let $\kappa$ and $k$ be the wave numbers around and along the tube. Each atom of one sublattice has neighbours displaced by $(b,0)$ and $(-b/2,\pm T/2)$, where the first coordinate runs around the tube and $T=\sqrt3\,b$ is the axial period. The matrix element between the sublattices is

$$-\gamma\left[e^{i\kappa b}+2e^{-i\kappa b/2}\cos\frac{kT}{2}\right].$$

The band energies are plus and minus its modulus. Taking out a phase factor gives

$$\varepsilon=\pm\gamma\left|e^{3i\kappa b/2}+2\cos\frac{kT}{2}\right|.$$

An $(n,n)$ tube has circumference $3nb$, so $\kappa=2\pi j/(3nb)$ and $3\kappa b/2=\pi j/n$. The integers $-n<j\le n$ with $|kT|\le\pi$ give $4n$ bands, one for each of the $4n$ atoms in an axial period.

Zero energy requires a real exponential, hence $j=0$ or $j=n$. For $j=0$ it would need $\cos(kT/2)=-\tfrac12$, which lies outside the range of $k$. For $j=n$ the two bands are

$$\varepsilon=\pm\gamma\left(2\cos\frac{kT}{2}-1\right),$$

and they cross at $kT=\pm2\pi/3$. At each crossing one band rises and the other falls. This makes two right-moving and two left-moving Fermi points per spin, hence $N=4$ with spin. The slope at a crossing is

$$\hbar v=\gamma T\sin\frac{\pi}{3}=\gamma\,\sqrt3\,b\,\frac{\sqrt3}{2}=\frac32\gamma b=0.525\ \text{eV nm},$$

so $v=7.98\times10^5$ m/s. These states have equal weight on all atoms around the circumference, as assumed for the fields.

The next subbands have $j=\pm(n-1)$. The modulus of $e^{i\theta}+x$ with real $x$ is smallest at $x=-\cos\theta$, where it equals $|\sin\theta|$. Here $\theta=\pi j/n$ and $x=2\cos(kT/2)$ lies between 0 and 2, so this minimum is reached only when $\cos\theta\le0$. Otherwise the modulus is at least 1, which excludes $j=\pm1$. Among the remaining $j\ne n$, $|\sin\theta|$ is least for $j=\pm(n-1)$. Their edge is therefore at $\gamma\sin(\pi/10)=0.773$ eV.

### 6. Numbers for $H=100$ nm

With $h/(2e^2)=12906\ \Omega$, one channel has

$$L_K=\frac{12906\ \Omega}{7.976\times10^5\ \text{m/s}}=0.01618\ \text{H/m}=16.2\ \text{nH/µm}.$$

The four channels in parallel give the inductance of the tube,

$$\frac{L_K}{4}=4.05\ \text{nH/µm}.$$

The value of about 4 nH/µm belongs to the whole tube, and a single channel has four times as much. The quantum capacitance is $C_Q=97.1$ aF/µm per channel and $4C_Q=389$ aF/µm for the tube.

The radius is $R=30b/(2\pi)=0.668$ nm, so $\ln(2H/R)=5.70$. This gives $C_E=9.76$ aF/µm and $L_M=0.00114$ nH/µm. The kinetic inductance of the tube exceeds the magnetic one by a factor of about 3500. In the same geometry the two would become equal at roughly $4\times3500=14\,000$ channels.

The capacitance ratio is $4C_Q/C_E=39.8$, and

$$\frac{v_p}{v}=\sqrt{1+39.8}=6.39,\qquad v_p=5.10\times10^6\ \text{m/s},$$

$$Z=\frac{12906\ \Omega}{4}\times6.39=3227\ \Omega\times6.39=20.6\ \text{k}\Omega .$$

The charge wave is more than six times faster than the electrons at the Fermi level, yet its speed is only $0.017c$. Its restoring force is mostly electrostatic: $\phi/I$ is 20.1 kΩ, and the remaining 0.5 kΩ of $Z$ comes from the filling of states.

### 7. Three heights

| $H$ (nm) | $C_E$ (aF/µm) | $v_p$ ($10^6$ m/s) | $Z$ (kΩ) |
|---:|---:|---:|---:|
| 10 | 16.4 | 3.97 | 16.0 |
| 100 | 9.76 | 5.10 | 20.6 |
| 1000 | 6.95 | 6.02 | 24.3 |

A hundredfold change of height changes $v_p$ and $Z$ by a factor of about 1.5. The height enters through a logarithm, and for $4C_Q\gg C_E$ both quantities grow roughly as its square root. The ratio $Z/v_p=L$ stays near 4.05 nH/µm in all three rows, because $L_M$ is negligible in each. An uncertain height therefore matters little to the estimate. The inductance depends more directly on the velocity, as $1/v$.

### 8. Where the estimate holds

Consider a 10 µm length at $H=100$ nm with the same kind of end at both sides, for instance two open ends. The lowest resonance of the charge wave fits half a wavelength. (The neutral modes, which travel at $v$, resonate lower, from $v/(2\ell)=40$ GHz, but carry no total charge or current.) Neglecting end corrections,

$$f=\frac{v_p}{2\ell}=\frac{5.10\times10^6\ \text{m/s}}{2\times10^{-5}\ \text{m}}=255\ \text{GHz}.$$

The conditions can be examined for this wave.

**Wavelength.** With $q=\pi/\ell$, $qH=0.031$, so the local capacitance is justified. At $H=1000$ nm the same length gives $qH=0.31$, and the last row of the table is then a rougher estimate. It applies better to longer waves.

**Frequency.** The quantum $hf$ is 1.05 meV, far below the 0.773 eV edge of the next subbands.

**Scattering.** If backscattering makes the current decay at a rate $1/\tau$, then $\partial_tI$ in the kinetic term becomes $\partial_tI+I/\tau$. The wire acquires a resistance $L_K/(N\tau)$ per length. Relative to the kinetic reactance $\omega L_K/N$ it is $1/(\omega\tau)$. At 255 GHz, $1/\omega=0.62$ ps, so a well-defined wave needs $\tau\gg0.62$ ps, or $v\tau\gg0.5$ µm. If an electron is backscattered on average once per path length $\lambda$, each event changes $n_R-n_L$ by two, so $1/\tau=2v/\lambda$ and the condition reads $\lambda\gg1$ µm. Metallic tubes at room temperature have $\lambda$ of order 1 µm. Then $\omega\tau\approx1$ and this resonance is heavily damped, so a sharp one needs a longer mean free path or a higher frequency. When instead $\omega\tau\ll1$, the resistance dominates. The current then follows $-\partial_xV$ divided by the resistance per length, and charge conservation becomes a diffusion equation.

**Amplitude.** A pure current has $n_L=-n_R$, so each channel carries $2evn_R$ while its Fermi points shift in energy by $\pm\delta$ with $\delta=hvn_R$. The total is $I=2Ne\delta/h$. Setting $\delta=0.773$ eV gives $4\times0.773\ \text{V}/12906\ \Omega=0.24$ mA. The linear theory requires currents well below this scale. In a real tube, zone-boundary and optical phonons with energies of about 0.16 to 0.2 eV set a lower limit. When the two Fermi points differ by such an energy, $\delta=0.08$ to $0.1$ eV and $I\approx25$ to $31$ µA, and electrons can then backscatter by emitting a phonon.

**Interactions.** Exchange and short-range forces between channels are left out. They could shift the speeds of the neutral modes, which the mean field of the total charge leaves at $v$.

Numbers in the example were calculated in double precision.
